# Fourier Convergence Analysis of Source Iteration and Diffusion Synthetic Acceleration

## Symmetry and the form of the convergence factor

Consider particles of one speed in a uniform medium, with a distribution that varies in space only along $x$. The medium supplies one length, the mean free path $\ell$, and one dimensionless number, the scattering ratio $c$, which is the mean number of particles returned to the population per collision. An iteration that solves for the density by repeated scattering multiplies an error by a dimensionless factor. Translation symmetry makes plane waves $e^{ikx}$ the eigenfunctions of the iteration, so this factor depends on $k$ through $\lambda=k\ell$. Mirror symmetry makes it even in $\lambda$. Since each iteration contains one scattering event, the factor is proportional to $c$:

$$
\text{factor}=c\,A(\lambda),\qquad A(-\lambda)=A(\lambda).
$$

A uniform error has no gradient, so streaming cannot alter it. One collision returns the fraction $c$, hence $A(0)=1$. It remains to find $A$ and to show that no other wave decays more slowly.

## The iteration and its error

Lengths are measured in mean free paths from here on. Let $f(x,\mu)$ be the distribution at direction cosine $\mu$, and let $\langle\cdot\rangle$ be the average over directions. For isotropic elastic scattering with $0<c\le1$ and an isotropic source $q$, the steady linear Boltzmann equation is

$$
\mu\frac{\partial f}{\partial x}+f=c\phi+q,\qquad \phi=\langle f\rangle .
$$

Discrete ordinates replaces the average by a sum, $\langle F\rangle=\sum_n w_nF(\mu_n)$. The quadrature is taken symmetric in $\mu$, with positive weights, nonzero nodes, $\langle1\rangle=1$ and $\langle\mu^2\rangle=1/3$. For continuous angles, $\langle F\rangle=\tfrac12\int_{-1}^1F\,d\mu$.

Source iteration inserts the old density on the right and solves for each direction separately, by a sweep along the direction of flight:

$$
\mu\frac{\partial f^{\rm new}}{\partial x}+f^{\rm new}=c\phi^{\rm old}+q,
\qquad \phi^{\rm new}=\langle f^{\rm new}\rangle .
$$

Started from zero, the first sweep gives the uncollided particles, and each later sweep adds those with one more collision. Convergence is slow when particles collide many times before they are absorbed or escape.

Define the errors $\varepsilon=f-f^{\rm new}$ and $e=\phi-\phi^{\rm iterate}$. Subtracting the two equations removes $q$, and prescribed boundary inflow cancels likewise:

$$
\mu\frac{\partial\varepsilon}{\partial x}+\varepsilon=c\,e^{\rm old},
\qquad e^{\rm new}=\langle\varepsilon\rangle .
$$

## Spectral radius of source iteration

In an infinite medium set $e^{\rm old}=e^{i\lambda x}$ and $\varepsilon=a(\mu)e^{i\lambda x}$. The derivative gives $i\lambda$, so $(1+i\lambda\mu)a=c$ and

$$
a(\mu)=\frac{c}{1+i\lambda\mu}
=c\,\frac{1-i\lambda\mu}{1+\lambda^2\mu^2}.
$$

The imaginary part is odd in $\mu$ and averages to zero. Therefore

$$
e^{\rm new}=cA(\lambda)e^{\rm old},\qquad
A(\lambda)=\left\langle\frac1{1+\lambda^2\mu^2}\right\rangle .
$$

For continuous angles the integral is $A=\arctan(\lambda)/\lambda$.

Every term in the average is at most one, so $0<A\le1$, with equality at $\lambda=0$. The iteration multiplies each Fourier component by the continuous function $cA(\lambda)$. Its spectral radius on square-integrable errors is the supremum of that function, approached by ever wider wave packets:

$$
\rho_{\rm SI}=\sup_\lambda cA(\lambda)=c .
$$

This holds for every quadrature of the stated kind. At $c=1$ there is no uniform geometric rate of convergence in the infinite medium.

### A finite slab

Let the slab have thickness $T$, with no reflection at its faces. Solving the error equation along each ray and averaging gives $e^{\rm new}=cKe^{\rm old}$, where

$$
(Ku)(x)=\int_0^T k(|x-x'|)u(x')\,dx',\qquad
k(s)=\sum_{\mu_n>0}\frac{w_n}{\mu_n}e^{-s/\mu_n}.
$$

For an upper bound, take $|u|\le1$. A ray that has travelled a distance $d\le T$ in $x$ from its entry face contributes at most $1-e^{-d/|\mu|}$. Hence $|Ku|\le1-\langle e^{-T/|\mu|}\rangle<1$, and $\rho<c$.

For a lower bound, $K$ is symmetric, so its spectral radius is at least the Rayleigh quotient $(u,Ku)/(u,u)$ of any trial function. Extend $u$ by zero outside the slab and use Parseval's theorem. The inequality $1/(1+z)\ge1-z$ gives $A\ge1-\lambda^2/3$, so

$$
\frac{(u,Ku)}{(u,u)}
=\frac{\int A|\hat u|^2d\lambda}{\int|\hat u|^2d\lambda}
\ge1-\frac13\frac{\int(u')^2dx}{\int u^2dx}.
$$

With $u=\sin(\pi x/T)$, a cosine centred on the mid-plane that vanishes at both faces, the last ratio is $\pi^2/T^2$. Thus

$$
c\left(1-\frac{\pi^2}{3T^2}\right)\le\rho_{\rm SI}<c .
$$

Leakage helps a thick slab only by a term of order $1/T^2$.

### The error hidden by a small change

Late in the iteration the slowest mode dominates, and $e^{\rm new}=\rho e^{\rm old}$. The observable change is

$$
\phi^{\rm new}-\phi^{\rm old}=e^{\rm old}-e^{\rm new}
=\left(\frac1\rho-1\right)e^{\rm new},
$$

and therefore

$$
e^{\rm new}=\frac{\rho}{1-\rho}\,(\phi^{\rm new}-\phi^{\rm old}).
$$

When $\rho$ is close to one, a small change does not mean a small error.

## Diffusion synthetic acceleration

The slow errors are smooth, and diffusion theory describes smooth distributions well. Call the density after a sweep $\phi^{\rm half}$ and its error $e^{\rm half}=\langle\varepsilon\rangle$. Since $e^{\rm old}-e^{\rm half}=\phi^{\rm half}-\phi^{\rm old}$, the error equation can be rewritten without approximation as

$$
\mu\frac{\partial\varepsilon}{\partial x}+\varepsilon
=c\langle\varepsilon\rangle+r,\qquad
r=c(\phi^{\rm half}-\phi^{\rm old}),
$$

where $r$ is known. Averaging this equation, and then averaging it after multiplication by $\mu$, gives

$$
\langle\mu\varepsilon\rangle'+(1-c)\langle\varepsilon\rangle=r,
\qquad
\langle\mu^2\varepsilon\rangle'+\langle\mu\varepsilon\rangle=0 .
$$

The isotropic terms drop out of the second equation because $\langle\mu\rangle=0$. The approximation is the closure $\langle\mu^2\varepsilon\rangle\approx\langle\varepsilon\rangle/3$. Writing $g$ for the resulting estimate of $\langle\varepsilon\rangle$, the current is $-g'/3$, and

$$
-\frac13g''+(1-c)g=r,\qquad
\phi^{\rm new}=\phi^{\rm half}+g .
$$

The converged solution is unaffected by the closure: when $\phi^{\rm half}=\phi^{\rm old}$, both $r$ and $g$ vanish.

For an old error $e^{i\lambda x}$, the sweep leaves $cA$, and $r$ has amplitude $c(1-cA)$. The new error is $e^{\rm half}-g$, so its factor is

$$
\begin{aligned}
\omega&=cA-\frac{c(1-cA)}{1-c+\lambda^2/3}\\
&=\frac{cA-c^2A+cA\lambda^2/3-c+c^2A}{1-c+\lambda^2/3}\\
&=c\,\frac{(1+\lambda^2/3)A-1}{1-c+\lambda^2/3}.
\end{aligned}
$$

The function $1/(1+z)$ is convex, so Jensen's inequality gives $A\ge1/(1+\lambda^2/3)$. Hence $\omega\ge0$. Reducing the denominator to $\lambda^2/3$ can only increase the fraction, which gives

$$
0\le\omega(\lambda;c)\le c\,\omega(\lambda;1).
$$

It is therefore enough to maximize at $c=1$, where

$$
\omega(\lambda;1)=A-\frac{3(1-A)}{\lambda^2}.
$$

### Locating the maximum

Take continuous angles. From $(1+z)(1-z+z^2)=1+z^3\ge1$ for $z\ge0$ it follows that $1/(1+z)\le1-z+z^2$. With $z=\lambda^2\mu^2$ and $\langle\mu^4\rangle=1/5$,

$$
A\le1-\frac{\lambda^2}{3}+\frac{\lambda^4}{5}.
$$

Multiplying by $1+\lambda^2/3$ and subtracting one leaves $(1/5-1/9)\lambda^4+\lambda^6/15$. Division by $\lambda^2/3$ gives

$$
\omega(\lambda;1)\le\frac{4\lambda^2}{15}+\frac{\lambda^4}{5}.
$$

At the other end, $\omega(\lambda;1)\le A\le\pi/(2\lambda)$. The first bound is at most 0.2133 for $\lambda\le0.75$, and the second is at most 0.2244 for $\lambda\ge7$. A numerical search between these limits finds

$$
\max_\lambda\omega(\lambda;1)=0.2247
\quad\text{at}\quad\lambda=2.529 .
$$

This exceeds both outer bounds, so the maximum lies inside the window. Consequently $\rho_{\rm DSA}\le0.2247\,c$ for continuous angles. For $c=0.5$ and $0.9$ the computed radii are 0.0958 and 0.1939, below the respective bounds 0.112 and 0.202.

The two parts of the algorithm complement each other. At small $\lambda$ and $c$ near one the sweep barely reduces the error, but the diffusion estimate is accurate. At large $\lambda$ diffusion is a poor description, but the sweep itself damps the error. At $c=1$ the slowest error has a wavelength $2\pi/2.529\approx2.5$ mean free paths.

The number of directions matters. Two-point Gauss quadrature has $\mu_n^2=1/3$ at both nodes, so $A=1/(1+\lambda^2/3)$ and $\omega=0$: the closure is then an identity. At $c=1$, Gauss quadratures with 4, 8 and 16 directions give 0.1848, 0.2224 and 0.2247. The value 0.22 thus belongs to a well-resolved angular distribution.

## Spatial discretization

Diamond differencing on cells of width $h$ takes the cell value as the mean of its two edge values:

$$
\frac{\mu}{h}(\varepsilon_{j+1/2}-\varepsilon_{j-1/2})+\varepsilon_j=c\,e_j^{\rm old},
\qquad
\varepsilon_j=\frac{\varepsilon_{j+1/2}+\varepsilon_{j-1/2}}2 .
$$

For edge values $b\,e^{i\theta(j+1/2)}$, the cell value is $b\cos(\theta/2)e^{i\theta j}$ and the difference is $2ib\sin(\theta/2)e^{i\theta j}$. Their ratio shows that the derivative is replaced by $i\Lambda$, where

$$
\Lambda=\frac2h\tan\frac\theta2 .
$$

At $\theta=\pi$ the limit $\Lambda\to\infty$ is understood.

A consistent correction applies the same differencing to both moment equations:

$$
\frac{J_{j+1/2}-J_{j-1/2}}h+(1-c)g_j=r_j,\qquad
\frac{g_{j+1/2}-g_{j-1/2}}{3h}+J_j=0,
$$

with cell values again equal to edge means. In Fourier form, $J=-i\Lambda g/3$ and $(\Lambda^2/3+1-c)g=r$. The earlier formula for $\omega$ therefore holds with $\lambda$ replaced by $\Lambda$, and for every $h$ the factor is at most $c$ times the maximum of $\omega(\lambda;1)$ for the quadrature in use. That maximum is close to 0.2247 when the directions are well resolved.

For the actual solve, half-cell balances express the same edge current from either side:

$$
\begin{aligned}
J_{j+1/2}&=J_j+\tfrac h2[r_j-(1-c)g_j],\\
J_{j+1/2}&=J_{j+1}-\tfrac h2[r_{j+1}-(1-c)g_{j+1}].
\end{aligned}
$$

Equating them gives

$$
J_{j+1}-J_j+\tfrac h2(1-c)(g_j+g_{j+1})=\tfrac h2(r_j+r_{j+1}).
$$

Substituting $J_j=-(g_{j+1/2}-g_{j-1/2})/(3h)$ and the edge means for $g_j$ leaves a tridiagonal system for the edge values. At a face without incoming error, the diffusion form $\varepsilon=g+3\mu J$ must carry no incoming current. On the left this requires $\gamma g+J/2=0$, with $\gamma=\sum_{\mu_n>0}w_n\mu_n$, so $J=-2\gamma g$. The right face has the opposite sign.

### How inconsistency destroys convergence

Suppose the usual cell-centred second difference is used instead. The diffusion operator then has the symbol $4\sin^2(\theta/2)/(3h^2)+1-c$, while the sweep retains $A(\Lambda)$. At $\theta=\pi$ the sweep gives $A=0$, and

$$
\omega(\pi)=-\frac{c}{4/(3h^2)+1-c}.
$$

The sweep has already removed this error, and the correction then puts one back with the opposite sign. Divergence follows when $|\omega(\pi)|>1$, that is, for $c>1/2$ and

$$
h^2>\frac{4}{3(2c-1)} .
$$

For $c=0.998$ the limiting width is 1.157 mean free paths. Eigenvalues of the iteration matrix on a periodic mesh of 60 cells with 16 directions confirm convergence at a width 5% below this limit and divergence 5% above it. At $h=2$ the inconsistent radius is 2.976. The consistent scheme gives 0.2239 at both $h=0.5$ and $h=2$.

## Worked example: spin transport through copper

In a nonmagnetic metal, let $p$ be the probability that a collision flips the electron spin. With isotropic elastic scattering at the Fermi level, the two spin populations obey

$$
\begin{aligned}
\mu f_\uparrow'+f_\uparrow&=(1-p)\langle f_\uparrow\rangle+p\langle f_\downarrow\rangle,\\
\mu f_\downarrow'+f_\downarrow&=(1-p)\langle f_\downarrow\rangle+p\langle f_\uparrow\rangle .
\end{aligned}
$$

Here $f_{\uparrow,\downarrow}$ are small deviations from equilibrium. Their difference $s=f_\uparrow-f_\downarrow$ satisfies $\mu s'+s=(1-2p)\langle s\rangle$, so $c=1-2p$. Their sum has $c=1$, since charge is conserved.

Take a film of 800 nm, a mean free path of 40 nm and $p=0.001$. Then

$$
T=\frac{800}{40}=20,\qquad c=1-2(0.001)=0.998 .
$$

Isotropic spin inflow $s=1$ enters on the left, and the right face is a perfect spin sink. The calculation uses 16 directions and 200 cells, each 0.1 mean free path wide.

### Convergence

The slab bound gives $0.998[1-\pi^2/(3\cdot20^2)]=0.98979$. The computed source-iteration radius is 0.99093, between this bound and $c$. The accelerated radius is 0.2236. If the whole initial error were in the slowest mode, reducing it to $10^{-6}$ of its initial size would take

$$
\frac{\ln10^{-6}}{\ln0.99093}\approx1516,
\qquad
\frac{\ln10^{-6}}{\ln0.2236}\approx9.2
$$

iterations. Starting from zero, the actual counts to a root-mean-square error of $10^{-6}$ relative to the solution are 1485 and 8. They are lower because part of the initial error lies in faster modes. Each accelerated iteration also needs one tridiagonal solve.

Without acceleration, the relative change first falls below $10^{-6}$ at iteration 970. The relative error is then $1.09\times10^{-4}$, larger than the change by a factor of 109.2. This agrees with $\rho/(1-\rho)=109.2$. A user who stopped there would have two fewer correct digits than the change suggests.

### Transport result

Deep inside the film, the diffusion equation $-\phi''/3+(1-c)\phi=0$ gives the spin diffusion length

$$
L=\frac{\ell}{\sqrt{3(1-c)}}
=\frac{40\ \text{nm}}{\sqrt{0.006}}\approx516\ \text{nm}.
$$

The curvature of the computed profile gives 517 nm. The mid-film spin accumulation is 0.367 of the injected value. The transmission, defined as the current leaving on the right divided by the current carried by the prescribed inflow on the left (not the net current there), is 0.041 for spin and 0.062 for charge. Spin flips thus remove about a third of the spin signal that would otherwise cross.

A Monte Carlo calculation with 400,000 electrons and explicit spin flips gives $0.0414\pm0.0004$ for spin and $0.0628\pm0.0004$ for charge, where the uncertainties are one standard error. Discrete ordinates with 16 directions gives 0.0408 and 0.0621, within two standard errors in each case. The last digit is not converged in angle: with 64 directions the values are 0.0409 and 0.0622. Using $c=1-p$ would give 0.0499, which the simulation excludes.

### Comparison with real films

The mean free path and flip probability are rough typical values for copper at room temperature, and a spin diffusion length of several hundred nanometres is of the right size. The thickness is comparable to the channel length of a lateral spin device, and is far larger than the spacer of a layered spin valve. Real contacts are not perfect sinks: if the right face reflects half of the arriving spin specularly, transmission falls by 9.7% and the mid-film accumulation rises by 3.8%.

Temperature also matters. Suppose the mean free path varies as $1/T_{\rm film}$. This is the high-temperature limit of phonon scattering, which copper near room temperature follows only approximately. Warming from 300 K to 350 K at fixed thickness and $p$ then lowers transmission by 23.9%. The resistivity of pure copper rises by 19 to 20% over this range, not the 17% of this law, and scaling the mean free path inversely with it gives a drop of about 27%.

Scattering may also favour the forward direction. Let a fraction $g_0$ of collisions leave the direction unchanged, with the same $p$. Moving their contribution to the left gives

$$
\mu s'+(1-cg_0)s=c(1-g_0)\langle s\rangle .
$$

This is the isotropic problem with thickness $T(1-cg_0)$ and scattering ratio $c(1-g_0)/(1-cg_0)$. For $g_0=0.1$, at fixed total mean free path, transmission rises by 14.1%.

The remaining parameters are small: thermal smearing relative to the Fermi energy is 0.0037, the wave parameter $1/(k_F\ell)$ is 0.0018, and precession in a 10 mT field is 0.022 rad per spin lifetime. Grain boundaries, rough side walls and Fermi-surface anisotropy are left out. The changes of roughly 10 to 27 percent found above for contact reflection, forward scattering and temperature show that the physical assumptions limit the prediction for a real film far more than an iteration error of $10^{-6}$. The numerical output follows.

## Computed results

```
DSA peak factor, c=1, continuous angles: 0.2247
  at wave number (per mean free path): 2.529
  search window: 0.75 to 7.00
  bounds at window ends: 0.2133, 0.2244
DSA radius, continuous angles, c=0.5: 0.0958
DSA radius, continuous angles, c=0.9: 0.1939
DSA radius, continuous angles, c=0.99: 0.2214
DSA radius, c=1, 2 directions: 0.0000
DSA radius, c=1, 4 directions: 0.1848
DSA radius, c=1, 8 directions: 0.2224
DSA radius, c=1, 16 directions: 0.2247
Mean free path: 40 nm; film: 800 nm
Film thickness in mean free paths: 20.0
Spin-flip probability per collision: 0.0010
Scattering ratio c: 0.9980
Directions: 16; cells: 200; cell: 4.0 nm
Periodic mesh, cell 0.5 mfp, DSA radius: 0.2239
Periodic mesh, cell 2.0 mfp, DSA radius: 0.2239
Cell-centred diffusion, cell 2 mfp, radius: 2.976
Its stability limit, cell width: 1.1570 mfp
Film, source iteration radius: 0.99093
  lower bound from cosine trial: 0.98979
Film, DSA radius: 0.2236
Iterations to error 1e-6, source iteration: 1485
  estimate from radius: 1516
Iterations to error 1e-6, DSA: 8
  estimate from radius: 9.2
Change first below 1e-6 at iteration: 970
  true relative error there: 1.09e-04
  error/change: 109.2
  rho/(1-rho): 109.2
Spin diffusion length, formula: 516 nm
  from computed profile: 517 nm
Mid-film accumulation / injected value: 0.3667
Spin transmission, ordinates: 0.0408
  Monte Carlo: 0.0414 +- 0.0004
Charge transmission, ordinates: 0.0621
  Monte Carlo: 0.0628 +- 0.0004
Monte Carlo particles: 400000
Spin transmission if c were 1-p: 0.0499
Sink reflecting 0.5: transmission change -9.7 %
  mid-film change 3.8 %
Forward fraction 0.1: transmission change 14.1 %
Film at 350 K, not 300 K: change -23.9 %
Electron density: 8.5e+22 cm^-3
Free-electron Fermi energy: 7.05 eV
Thermal smearing kT/E_F: 0.0037
Wave parameter 1/(k_F mfp): 0.00184
Spin lifetime: 12.7 ps
Precession in 10 mT per lifetime: 0.022 rad
```
